# The Dirac Propagator as Two Time-Ordered Graphs

## The situation

A photon of energy \(\omega\) strikes a free electron, and a photon of energy \(\omega'\) leaves. Suppose that the line between the two interactions has the momentum of the initial electron plus the absorbed photon. If absorption comes first, one electron is present in between. If emission comes first, the emission vertex also creates the final electron and a positron, and the positron later annihilates the initial electron. Old-fashioned perturbation theory counts two graphs with two energy denominators. A Feynman diagram has one line and one propagator. How does the one contain the other?

I use atomic units, \(\hbar=1\), with the electron mass \(m\) kept visible and \(c\) the speed of light. The free Dirac Hamiltonian and its energy are

\[
h(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad E=\sqrt{c^2p^2+m^2c^4}.
\]

With \(\gamma^0=\beta\) and \(\boldsymbol\gamma=\beta\boldsymbol\alpha\), the propagator \(S\) is the inverse of the Dirac operator at energy \(p^0\), which need not equal \(E\):

\[
(\gamma^0p^0-c\boldsymbol\gamma\cdot\mathbf p-mc^2)\,S=1 .
\]

Let \(X=\gamma^0p^0-c\boldsymbol\gamma\cdot\mathbf p\). The cross terms in \(X^2\) anticommute away, and \((\boldsymbol\gamma\cdot\mathbf p)^2=-p^2\), so \(X^2=p_0^2-c^2p^2\), where \(p_0^2\) means \((p^0)^2\). Since \((X-mc^2)(X+mc^2)=X^2-m^2c^4\),

\[
S=\frac{N(p^0)}{p_0^2-E^2},\qquad N(p^0)=\gamma^0p^0-c\boldsymbol\gamma\cdot\mathbf p+mc^2 .
\]

Also \(\gamma^0h=c\boldsymbol\gamma\cdot\mathbf p+mc^2\), so the Dirac operator is \(\gamma^0(p^0-h)\), and \(S\gamma^0=(p^0-h)^{-1}\).

## Simple case: zero momentum

For \(\mathbf p=0\), \(h=\beta mc^2\) is diagonal, with \(\beta=+1\) on the upper two components and \(-1\) on the lower two. Therefore

\[
S\gamma^0=\frac{1}{p^0-mc^2}\,\frac{1+\beta}{2}+\frac{1}{p^0+mc^2}\,\frac{1-\beta}{2}.
\]

There are two poles, each with a projector onto two spin states. For \(\mathbf p\neq0\) I need the corresponding projectors.

## General momentum: the spin sums

In two-component blocks, take

\[
u_s(\mathbf p)=\sqrt{E+mc^2}\begin{pmatrix}\chi_s\\ \dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+mc^2}\chi_s\end{pmatrix},\quad
v_s(\mathbf q)=\sqrt{E+mc^2}\begin{pmatrix}\dfrac{c\,\boldsymbol\sigma\cdot\mathbf q}{E+mc^2}\eta_s\\ \eta_s\end{pmatrix},
\]

with orthonormal \(\chi_s\) and orthonormal \(\eta_s\). The identity \(c^2p^2=(E-mc^2)(E+mc^2)\) does the work. The upper row of \(hu\) has the factor \(mc^2+(E-mc^2)=E\) on \(\chi_s\). The lower row has \(c\boldsymbol\sigma\cdot\mathbf p\,[1-mc^2/(E+mc^2)]=E\,c\boldsymbol\sigma\cdot\mathbf p/(E+mc^2)\). Hence \(hu=Eu\).

For \(v(-\mathbf p)\), the lower row gives \(-(E-mc^2)-mc^2=-E\) on \(\eta_s\). The upper row gives \(E\,c\boldsymbol\sigma\cdot\mathbf p/(E+mc^2)\), which is \(-E\) times the upper component. Hence

\[
h(\mathbf p)u_s(\mathbf p)=Eu_s(\mathbf p),\qquad h(\mathbf p)v_s(-\mathbf p)=-Ev_s(-\mathbf p).
\]

The argument \(-\mathbf p\) is the momentum of the physical positron: a missing negative-energy electron of momentum \(\mathbf p\) carries \(-\mathbf p\).

The norms are \((E+mc^2)[1+(E-mc^2)/(E+mc^2)]=2E\). The four vectors are orthogonal, so completeness and the spectral form of \(h\) read

\[
\sum uu^\dagger+\sum vv^\dagger=2E,\qquad \sum uu^\dagger-\sum vv^\dagger=2h,
\]

where \(u=u_s(\mathbf p)\), \(v=v_s(-\mathbf p)\). Half the sum and half the difference give \(E+h\) and \(E-h\). Multiply on the right by \(\gamma^0\), with \(\bar u=u^\dagger\gamma^0\) and \(\boldsymbol\alpha\beta=-\boldsymbol\gamma\):

\[
\sum u\bar u=\gamma^0E-c\boldsymbol\gamma\cdot\mathbf p+mc^2=N(E),
\]
\[
\sum v\bar v=\gamma^0E+c\boldsymbol\gamma\cdot\mathbf p-mc^2=-N(-E).
\]

## Splitting the fraction

Begin with

\[
\frac1{p_0^2-E^2}=\frac1{2E}\left[\frac1{p^0-E}-\frac1{p^0+E}\right].
\]

The numerator is linear in \(p^0\), so \(N(p^0)=N(\pm E)+\gamma^0(p^0\mp E)\). Thus

\[
\frac{N(p^0)}{p^0\mp E}=\frac{N(\pm E)}{p^0\mp E}+\gamma^0 .
\]

The two \(\gamma^0\) terms cancel in the difference. The minus sign in front of the second fraction meets the minus sign in \(N(-E)=-\sum v\bar v\), and

\[
S=\frac1{2E}\left[\frac{\sum u(\mathbf p)\bar u(\mathbf p)}{p^0-E}+\frac{\sum v(-\mathbf p)\bar v(-\mathbf p)}{p^0+E}\right].
\]

**Limit.** At \(\mathbf p=0\), \((E\pm h)/2E=(1\pm\beta)/2\), which returns the simple case. With \(v(+\mathbf p)\) in the second term the formula would still pass this limit, but it fails at nonzero momentum. In the numerical check the resulting error was at least 0.066 of the largest propagator element at the energies tried.

## Which side of each pole

The Feynman prescription is \(p_0^2-E^2+i0\). Replace \(E\) by \(E-i\eta\) in the denominators, with \(\eta>0\) small. The common denominator is

\[
D=p_0^2-(E-i\eta)^2=p_0^2-E^2+2iE\eta+\eta^2,
\]

so the imaginary part has the required sign. The poles are at \(p^0=E-i\eta\) and \(p^0=-E+i\eta\).

The spin sums still contain the real \(E\). To see whether this matters, write \(N(\pm E)=\pm\gamma^0E+K\), \(K=mc^2-c\boldsymbol\gamma\cdot\mathbf p\), and recombine:

\[
\frac{N(E)(p^0+E-i\eta)-N(-E)(p^0-E+i\eta)}{2E}
=\gamma^0p^0+K\left(1-\frac{i\eta}{E}\right).
\]

The split form therefore differs from \(N(p^0)/D\) by \(-i\eta K/(ED)\). At \(p^0=E\) this tends to \(-K/2E^2\), not to zero. Integrated with a smooth, decaying function of \(p^0\), however, \(1/D\) stays bounded as \(\eta\to0\), because each simple pole gives a principal value and a delta function. The difference then vanishes in proportion to \(\eta\). In this sense, as distributions,

\[
S=\frac1{2E}\left[\frac{\sum u\bar u}{p^0-E+i0}+\frac{\sum v\bar v}{p^0+E-i0}\right].
\]

## The same formula in time

Define \(F(t)=i\int\frac{dp^0}{2\pi}e^{-ip^0t}S(p^0,\mathbf p)\). For \(t>0\) the contour closes in the lower half-plane, clockwise, and encloses the pole at \(E-i0\). The factor is \((i/2\pi)(-2\pi i)=1\). For \(t<0\) it closes above, counterclockwise, around \(-E+i0\), with the factor \((i/2\pi)(2\pi i)=-1\). So

\[
F(t)=\frac1{2E}\left[\theta(t)\,e^{-iEt}\sum u\bar u-\theta(-t)\,e^{iEt}\sum v\bar v\right].
\]

For \(t<0\) the phase is \(e^{-iE|t|}\): a positive energy \(E\) propagates from the earlier vertex to the later one.

The minus sign has an operator meaning. The field component of momentum \(\mathbf p\) is

\[
\psi_{\mathbf p}=\frac1{\sqrt{2E}}\sum_s\left[b_su_s(\mathbf p)+d_s^\dagger v_s(-\mathbf p)\right],
\]

where \(b_s\) annihilates an electron of momentum \(\mathbf p\) and \(d_s^\dagger\) creates a positron of momentum \(-\mathbf p\). The time-ordered vacuum average of \(\psi(t)\bar\psi(0)\) gives \(F(t)\): the \(b\,b^\dagger\) term for \(t>0\), and the \(d\,d^\dagger\) term for \(t<0\), with a minus sign from exchanging the two fermion fields.

**Limit.** The jump at \(t=0\) is \(F(0^+)-F(0^-)=(\sum u\bar u+\sum v\bar v)/2E=\gamma^0\), as the equal-time anticommutator requires.

## Old-fashioned perturbation theory

Let \(V\) be the interaction, and let \(E_I\), \(E_n\), \(E_F\) be the total energies of the initial, intermediate and final states. The second-order time integral has the prefactor \((-i)^2\). With slow switching \(e^{\eta t_1}\), the earlier-time integral is

\[
\int_{-\infty}^{t_2}dt_1\,e^{i(E_n-E_I-i\eta)t_1}=\frac{e^{i(E_n-E_I-i\eta)t_2}}{i(E_n-E_I-i\eta)}.
\]

Multiplying by \((-i)^2=-1\) gives \(-i/(E_I-E_n+i\eta)\). As \(\eta\to0\), the later-time integral gives \(2\pi\delta(E_F-E_I)\). The result is \(-2\pi i\,\delta(E_F-E_I)\,T\), with

\[
T=\sum_n\frac{\langle F|V|n\rangle\langle n|V|I\rangle}{E_I-E_n+i0}.
\]

Let vertex 1 absorb the incoming photon through a \(4\times4\) matrix \(W_1\), and let vertex 2 emit the outgoing one through \(W_2\). The external electrons have energies \(E_i,E_f\) and spinors \(u_i,u_f\). The line between the vertices has momentum \(\mathbf p\), different from both external momenta. I drop the external factor \(1/\sqrt{2E_i\,2E_f}\) and call the remaining amplitude \(M\).

**Vertex 1 first.** The intermediate state is one electron, \(E_n=E\). No fermion sign arises:

\[
M_{\rm el}=\frac{u_f^\dagger W_2\left(\sum uu^\dagger\right)W_1u_i}{2E\,(E_i+\omega-E)} .
\]

**Vertex 2 first.** Both external electrons, both photons and the positron are present, so \(E_n=E_i+\omega+E_f+\omega'+E\) and

\[
E_I-E_n=-(E_f+\omega'+E).
\]

The fermion operators, with the later vertex on the left, give

\[
d_sb_i\,b_f^\dagger d_s^\dagger\,b_i^\dagger|0\rangle
=d_sb_f^\dagger d_s^\dagger\,b_ib_i^\dagger|0\rangle
=-b_f^\dagger d_sd_s^\dagger|0\rangle=-b_f^\dagger|0\rangle .
\]

Moving \(b_i\) past two operators gives no sign; moving \(d_s\) past one gives a minus. It cancels the minus of the denominator:

\[
M_{\rm pair}=\frac{u_f^\dagger W_2\left(\sum vv^\dagger\right)W_1u_i}{2E\,(E_f+\omega'+E)} .
\]

The two formulas contain different energies, \(E_i+\omega\) and \(E_f+\omega'\). Energy conservation makes them equal; call the common value \(p^0\). Then

\[
M_{\rm el}+M_{\rm pair}=u_f^\dagger W_2\,S\gamma^0\,W_1u_i=\bar u_f\Gamma_2S\Gamma_1u_i,\qquad \Gamma_j=\gamma^0W_j .
\]

This is the Feynman amplitude. A calculation with explicit anticommuting operators and arbitrary vertex matrices tests both terms and their signs. With the kinematics of the next section and one random choice of the vertex matrices, making the outgoing photon energy 1.3 times too large left each graph equal to its formula, but the sum missed the covariant expression at \(p^0=E_i+\omega\) by 0.0011 of its value; the size of this miss depends on the matrices chosen.

The product \((p^0-E)(p^0+E)=p_0^2-c^2p^2-m^2c^4\) is Lorentz invariant, but its factors are not. How an amplitude divides between the two graphs thus depends on the frame.

## A 100 keV photon on an electron at rest

Compton scattering has a second Feynman graph, in which the line carries the initial electron momentum minus the emitted photon. It splits in the same way, so there are four time-ordered graphs. The vertices are \(W=\boldsymbol\alpha\cdot\boldsymbol\epsilon\) with real transverse polarizations; charge and photon normalization factors are left out, and \(M\) is dimensionless.

Let \(\omega=100000\) eV and let the scattering angle be \(90^\circ\). Momentum conservation then gives \(E_f^2=m^2c^4+\omega^2+\omega'^2\). Inserting \(E_f=mc^2+\omega-\omega'\) leaves \(mc^2(\omega-\omega')=\omega\omega'\), or

\[
\omega'=\frac{\omega}{1+\omega/mc^2}=\frac{100000}{1+100000/510999}=83633\ \text{eV}.
\]

On the direct line, \(p^0=510999+100000=610999\) eV and \(E=\sqrt{510999^2+100000^2}=520692\) eV. The denominators \(E_I-E_n\) are

\[
610999-520692=90307\ \text{eV},\qquad -(610999+520692)=-1131691\ \text{eV}.
\]

In the integral over the time between the vertices, the phase turns by one radian in a time \(1/|E_I-E_n|\). Light travels 0.0219 Å in that time for the electron graph and 0.00174 Å for the pair graph.

Both polarizations are now taken along the normal to the scattering plane, and the spin is up along that normal before and after:

| Graph | \(M\) |
|---|---|
| direct, electron | \(0.0007-0.0882i\) |
| direct, pair | \(0.9102+0.0070i\) |
| crossed, electron | \(-0.0007-0.0886i\) |
| crossed, pair | \(1.0899-0.0085i\) |
| sum | \(2.0001-0.1783i\) |

The other spin amplitudes follow from symmetry. Call the normal \(y\), and let \(\Sigma_y\) be \(\sigma_y\) in both diagonal blocks. The matrix \(\beta\Sigma_y\) commutes with \(\beta\), \(\alpha_x\) and \(\alpha_z\), hence with \(h(\mathbf p)\) for momenta in the plane, and it anticommutes with each of the two vertices \(\alpha_y\). It therefore commutes with the whole matrix between the external spinors. Its value on \(u_s\) is the spin along \(y\), so the spin does not flip. The matrices \(\beta,\alpha_x,\alpha_z\) are real, \(\alpha_y\) is imaginary and occurs twice, and the down spinor along \(y\) is the complex conjugate of the up spinor, so the down-to-down amplitude is the complex conjugate of the up-to-up one. Half the spin-summed \(|M|^2\) is therefore \(2.0001^2+0.1783^2=4.032\). Without the pair graphs it would be 0.031. The larger denominators do not make the pair graphs small here, and the soft-photon limit shows why.

## Limit of soft photons

Let \(\omega\ll mc^2\), so that \(\omega'\approx\omega\). For the pair graphs, set the photon momenta to zero. Then \(\sum vv^\dagger=E-h=mc^2(1-\beta)\). Since \(\beta\) anticommutes with \(\boldsymbol\alpha\) and \(\beta u_i=u_i\),

\[
\boldsymbol\alpha\cdot\boldsymbol\epsilon'(1-\beta)\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u_i
=2\,\boldsymbol\alpha\cdot\boldsymbol\epsilon'\,\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u_i .
\]

Both pair denominators \(2E(p^0+E)\) tend to \(4m^2c^4\). The crossed graph has the polarizations in the other order, and the sum contains an anticommutator:

\[
M_{\rm pair}\to\frac{u_f^\dagger\{\boldsymbol\alpha\cdot\boldsymbol\epsilon',\boldsymbol\alpha\cdot\boldsymbol\epsilon\}u_i}{2mc^2}
=\frac{\boldsymbol\epsilon\cdot\boldsymbol\epsilon'}{mc^2}\,u_f^\dagger u_i
=2\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\,\chi_f^\dagger\chi_i .
\]

The nonrelativistic Hamiltonian \((\mathbf p+\mathbf A/c)^2/2m\) contains \(A^2/2mc^2\). Its cross term between the two photons gives the same \(\boldsymbol\epsilon\cdot\boldsymbol\epsilon'/mc^2\) for unit-normalized spinors. The pair graphs thus supply the \(A^2\) term.

In the electron graphs, \(\boldsymbol\alpha\) couples upper to lower components. Between positive-energy spinors the lower ones are of relative order \(k/mc\), with \(k=\omega/c\). Including the norm \(2mc^2\), the first direct vertex is

\[
u_s^\dagger(\mathbf k)\,\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u_i\approx c\,\chi_s^\dagger\,\boldsymbol\sigma\cdot\mathbf k\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\chi_i ,
\]

which is of order \(\omega\). The other vertices are of the same order. The denominators \(2E(p^0-E)\) are about \(\pm2mc^2\omega\), so each electron graph is of order \(\omega^2/(mc^2\omega)=\omega/mc^2\) and vanishes with \(\omega\).

The numbers for the same geometry follow this limit. At 1000 eV the pair graphs sum to 2.0000 and the electron graphs to \(-0.00196i\); at 100 eV the latter fall to \(-0.00020i\). With the vertices \(\boldsymbol\alpha\cdot\boldsymbol\epsilon\) and \(\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\neq0\), the negative-energy term of the propagator therefore cannot be dropped even for an electron initially at rest and a soft photon: it carries the leading amplitude.

## Computed results

```
electron rest energy: 510999.0 eV
incoming photon energy: 100000.0 eV
scattering angle: 90.0 degrees
outgoing photon energy: 83633.4 eV
final electron energy with rest energy: 527365.6 eV
direct line, p0: 610999.0 eV
direct line, E: 520691.8 eV
direct electron graph, intermediate energy: 520691.8 eV
direct pair graph, intermediate energy: 1742689.7 eV
direct electron graph, denominator: 90307.2 eV
direct pair graph, denominator: -1131690.7 eV
direct electron graph, hbar c/|denominator|: 0.021851 angstrom
direct pair graph, hbar c/|denominator|: 0.001744 angstrom
crossed line, p0: 427365.6 eV
crossed line, E: 517797.7 eV
crossed electron graph, denominator: -90432.1 eV
crossed pair graph, denominator: -945163.3 eV
amplitudes M, spin up to spin up along the plane normal (dimensionless):
  direct electron graph: 0.000682 -0.088226 i
  direct pair graph: 0.910220 +0.007040 i
  crossed electron graph: -0.000689 -0.088597 i
  crossed pair graph: 1.089850 -0.008477 i
  direct Feynman graph: 0.910902 -0.081186 i
  crossed Feynman graph: 1.089161 -0.097073 i
  sum of all four: 2.000063 -0.178259 i
half the spin-summed |M|^2, all graphs: 4.032029
half the spin-summed |M|^2, no pair graphs: 0.031266
soft-photon limit at the same angle and polarizations (dimensionless):
  photon 100000 eV, electron graphs: -0.000007 -0.176823 i
  photon 100000 eV, pair graphs: 2.000070 -0.001437 i
  photon 10000 eV, electron graphs: -0.000000 -0.019378 i
  photon 10000 eV, pair graphs: 2.000000 -0.000002 i
  photon 1000 eV, electron graphs: -0.000000 -0.001955 i
  photon 1000 eV, pair graphs: 2.000000 -0.000000 i
  photon 100 eV, electron graphs: -0.000000 -0.000196 i
  photon 100 eV, pair graphs: 2.000000 -0.000000 i
largest relative error of the split: 4.0e-16
smallest relative error with v(+p) instead of v(-p): 0.067
relative mismatch, outgoing photon energy 1.3 times too large: 0.0011
```
